Critical current of a short diffusive Josephson junction at zero temperature

**Setting**

Two identical s-wave superconductors with gap Δ > 0 and phase difference φ are joined by a normal link of length L, mean free path ℓ and diffusion constant D. Its interfaces are transparent and it has many channels. The temperature is zero, the phases in the leads are rigid, and ℓ ≪ L ≪ √(ħD/Δ). The scattering matrix of the link does not vary with energy on the scale Δ, and Δ is far below the Fermi energy and the bandwidth. The link has time-reversal symmetry and no spin-dependent scattering. R_N is the total normal resistance, G = 1/R_N, G0 = 2e²/h, and e > 0. Write

S = sin(φ/2),  C = cos(φ/2),  0 < φ < π.

**Part (a): one channel**

Question. Find the Andreev level and the total supercurrent of a channel with transmission τ, including the continuum.

Answer. In a lead, the linearised Bogoliubov–de Gennes equation for an electron that enters and decays as exp(−κx) is

iħvκ u + Δ exp(iφ_j) v = E u,  ħvκ = √(Δ² − E²).

Hence v/u = a exp(−iφ_j), with

a = [E − i√(Δ² − E²)]/Δ = exp[−i arccos(E/Δ)].

An incoming hole reverses the velocity and gives u/v = a exp(iφ_j).

Let S_e be the symmetric 2×2 electron scattering matrix, with |S_12|² = τ. Holes scatter with S_e*. With Φ = diag(φ/2, −φ/2), one full cycle of scattering and Andreev reflection requires

det(1 − a²U) = 0,  U = exp(iΦ) S_e* exp(−iΦ) S_e.

U is unitary with determinant |det S_e|² = 1, so its eigenvalues are exp(±iβ). Its trace gives

2cosβ = 2(1 − τ) + 2τ cosφ,  cosβ = 1 − 2τS².

A bound state needs 2arccos(E/Δ) = β up to sign and multiples of 2π. Therefore 2E²/Δ² − 1 = cosβ, and the positive level is

E_A = Δ√(1 − τS²).

For the continuum, put E = iω and ω = Δ sinh y. Then a² = −exp(−2y), and

det(1 − a²U) = 1 + 2exp(−2y)cosβ + exp(−4y)
= 2exp(−2y)(cosh2y + cosβ)
= 4exp(−2y)(ω² + E_A²)/Δ².

This determinant contains the phase dependence of the product of (ω² + E²) over the whole positive spectrum. Since

(1/π)∫₀^∞ dω ln[(ω² + E²)/(ω² + E₀²)] = |E| − |E₀|,

the ground energy, which is the sum of the negative energies, obeys

dE_g/dφ = −(1/π)∫₀^∞ dω 2E_A(dE_A/dφ)/(ω² + E_A²) = −dE_A/dφ.

The continuum therefore adds no current in this limit. Equating the power IV to dE_g/dt, with dφ/dt = 2eV/ħ, gives I = (2e/ħ)dE_g/dφ. Because dE_A/dφ = −Δτ sinφ/[4√(1 − τS²)],

I_τ = (eΔ/2ħ) τ sinφ/√(1 − τS²).

The factor for both spins is included.

The formula is the limit of a gap far below the bandwidth, with a scattering matrix independent of energy. At a finite ratio of gap to bandwidth there are corrections. For a lattice link with τ = 0.7785 and φ = 2.00 rad, the total current lies 9.17 % below this formula at gap/hopping = 0.06, 1.90 % below at 0.01 and 0.24 % below at 0.001.

**Part (b): the distribution of transmissions**

Question. Derive the density of transmissions for a long diffusive wire with many modes.

Answer. Let the conductor have N modes, transmission matrix t to the right, and reflection matrix r for waves arriving from the right. Current conservation gives rr† + tt† = 1. Add on the right a thin slice with reflection matrix ρ. It mixes the modes at random:

⟨ρAρ†⟩ = ⟨ρ†Aρ⟩ = δs (trA/N) 1,  ⟨ρAρ⟩ = 0.

Time-reversal symmetry makes ρ symmetric, which adds a term of order δs Aᵀ/N to ⟨ρAρ†⟩ and ⟨ρ†Aρ⟩. This term lacks the factor trA, so its effect is smaller by 1/N.

Summing the reflections between conductor and slice gives t_new = q(1 − rρ)⁻¹t, where q†q = 1 − ρ†ρ. Define M = (tt†)⁻¹, whose eigenvalues are 1/τ. Apart from a unitary rotation, q⁻¹ = 1 + ½ρ†ρ to second order, so

δM = −ρ†r†M − Mrρ + ρ†r†Mrρ + ½(ρ†ρM + Mρ†ρ).

Let 𝒢 = (z − M)⁻¹, g = ⟨tr𝒢⟩/N and m = ⟨trM⟩/N. A prime means d/dz. To second order,

δ tr𝒢 = tr(𝒢²δM) + tr(𝒢²δM𝒢δM).

For the first term, tr(r†Mr) = tr[M(1 − M⁻¹)] = N(m − 1), hence ⟨δM⟩ = δs(m − 1 + M). With tr𝒢²/N = −g′ and M𝒢 = z𝒢 − 1, it contributes per mode

δs[−(m − 1)g′ − g − zg′].

For the second term, set A = Mr, so that AA† = M² − M. The two pairings of ρ with ρ† give −g′h − gh′ (times δs), where traces factorise at large N and

h = tr[(M² − M)𝒢]/N = z(z − 1)g − z − m + 1.

Adding both contributions, the terms in m cancel, as do those in zg′ and the single g:

∂g/∂s = −g′z(z − 1)g − g[z(z − 1)g]′ = −[z(z − 1)g²]′.

Now put z = sin²(α/2) and

F = −g sinα = (1/N)⟨Σ τ sinα/(1 − zτ)⟩.

Since dz/dα = ½sinα and z(z − 1) = −¼sin²α, the equation becomes

∂F/∂s + F ∂F/∂α = 0.

At s = 0 all τ equal 1 and F = 2tan(α/2). F is constant along lines of slope dα/ds = F, so

F = 2tan[(α − sF)/2].

At small α this gives F = α/(1 + s), so the conductance is G0N/(1 + s). The wire's own part, G0N/s, must equal the Drude value. With σ = ne²ℓ/(ħk_F), n = k_F³/3π² and N = k_F²A_w/4π for cross-section A_w,

σA_w/L = G0N · 4ℓ/(3L),  s = 3L/(4ℓ).

For s ≫ 1 and fixed α < π, F is at most of order 1/s, the tangent may be linearised, and F → α/(1 + s). Multiplying by N and using N/(1 + s) = G/G0 gives

Σ τ sinα/(1 − zτ) = (G/G0) α.

Expanded in z, this fixes every moment of the finite measure τρ(τ)dτ on 0 ≤ τ ≤ 1, and so fixes the measure. The density

ρ(τ) = (G/2G0)/[τ√(1 − τ)]

satisfies it. With τ = 1 − u², dτ/[2√(1 − τ)] becomes du on 0 < u < 1, and

sinα∫₀¹ du/(1 − z + zu²) = {sinα/√[z(1 − z)]} arctan√[z/(1 − z)] = 2·(α/2) = α.

The density has many nearly closed channels and an integrable peak of open ones at τ = 1. Its 1/τ growth must be cut off at very small τ, because the integral of ρ must equal N. A sharp cutoff at τ_c would give ln(4/τ_c) ≈ 2NG0/G = 2(1 + s), so the cutoff is set by s and remains when N → ∞ at fixed s. The current carries a factor τ and does not feel this cutoff at leading order.

**Part (c): the current–phase relation**

Question. Average the channel current and examine small φ and φ → π.

Answer. The same substitution gives

I = (eΔ/2ħ)(G/G0) sinφ ∫₀¹ du/√(C² + S²u²).

The prefactor is (eΔ/2ħ)(h/2e²R_N) = πΔ/(2eR_N). The integral is (1/S) arsinh(S/C). If sinh x = S/C, then cosh x = 1/C and tanh x = S, so it equals artanh(S)/S. With sinφ = 2SC,

I(φ) = (πΔ/eR_N) cos(φ/2) artanh[sin(φ/2)].

For small φ, I → πΔφ/(2eR_N). Near φ = π − ε, C ≈ ε/2 and artanh S ≈ ln(4/ε), so

I → (πΔ/eR_N)(ε/2) ln(4/ε).

The current vanishes at π, but its slope diverges logarithmically. This comes from the channels near τ = 1, whose levels approach zero energy there. At φ = 3.0 rad the full formula gives eIR_N/Δ = 0.7424, while the limiting form gives 0.743.

**Part (d): the critical current**

Question. Maximise the current over φ. Would it be correct to maximise each channel first and then average?

Answer. With S = tanh x and C = 1/cosh x,

eIR_N/Δ = πx/cosh x,
d(x/cosh x)/dx = (1 − x tanh x)/cosh x.

For x > 0, x tanh x rises steadily from zero, so there is one stationary point, a maximum, at

x tanh x = 1,  x = 1.199679.

There 1/cosh²x = 1 − 1/x², hence x/cosh x = √(x² − 1), and

eI_cR_N/Δ = π√(x² − 1) = π × 0.66274 = 2.082.

The phase follows from sin(φ/2) = 1/x and is 1.971 rad, or 112.9°. In the form I_cR_N = 1.3255 πΔ/(2e), cutting the factor to 1.32 gives 2.0735. The figure 2.07 obtained in that way is slightly low; three digits of the full result give 2.08.

All channels share one phase, so separate maximisation is not allowed. To see its effect, write w = E_A/Δ and p = 1 − τ. Then

[τ sinφ/w]² = 4(1 − w²)(w² − p)/w² = 4(1 + p − w² − p/w²).

This is largest at w² = √p, where the square root of the right side is 2(1 − √p). A single channel thus has

eI_cR_N/Δ = π[1 − √(1 − τ)]/τ,

which runs from π/2 for a tunnel channel to π for an open one. Averaging these maxima, weighted by conductance, gives

π∫₀¹ du (1 − u)/(1 − u²) = π∫₀¹ du/(1 + u) = π ln2 = 2.178.

This exceeds the true maximum by 4.6 %. From w² = 1 − τS² = √p, the best phase moves from π/2 at τ → 0 to π at τ = 1, so no common phase serves every channel.

**Part (e): a route through the Usadel equation**

Question. Recover I(φ) from the quasiclassical equation for a diffusive metal, without using transmissions.

Answer. At imaginary frequency ω > 0 the Green function can be written as a real unit vector n(x) with polar angle θ and azimuth χ. In a normal link the Usadel equation for θ is

ħD[θ″ − (χ′)² sinθ cosθ] = 2ω sinθ,

where primes now mean d/dx, and sin²θ χ′ is conserved. For ħD/L² ≫ Δ the right side may be dropped at the frequencies that matter, ω ~ Δ. What remains is the equation of a great circle on the unit sphere.

At the ends sin²θ = Δ²/(ω² + Δ²) and χ = ∓φ/2. The arc length α obeys

cosα = cos²θ + sin²θ cosφ,  sin²(α/2) = S²Δ²/(ω² + Δ²).

The conserved current is the polar component of L n × n′. This vector has length α and points along the normal of the arc, so

J = α sin²θ sinφ/sinα,  eR_N I = ∫₀^∞ dω J.

Write z = sin²(α/2) and use the elementary integral α/sinα = ∫₀¹du/(1 − z + zu²). The frequency integral becomes

Δ² sinφ ∫₀¹du ∫₀^∞ dω/[ω² + Δ²(C² + S²u²)]
= (πΔ/2) sinφ ∫₀¹ du/√(C² + S²u²).

This is the integral of part (c). The agreement confirms both the density and the factor π/2.

**Part (f): lead electrodes on a disordered link**

Question. Lead (fcc-Pb) electrodes, with a gap of roughly 1.3 meV, contact a metallic link with L = 10 nm, ℓ = 2 nm, D = 10 cm²/s and R_N = 50 Ω. Find I_c and judge the main approximations.

Answer. The ideal result is

I_cR_N = 2.082 × 1.3 mV = 2.71 mV,
I_c = 2.71 mV/50 Ω = 54 µA.

At the phase of the maximum, the lowest Andreev level is ΔC = 0.72 meV.

Finite length. The coherence length √(ħD/Δ) is 22.5 nm and the Thouless energy ħD/L² is 6.58 meV, so Δ/(ħD/L²) = 0.20. Solving the Usadel equation with its frequency term, and with zero pair potential in the link, lowers eI_cR_N/Δ to 1.88. This is 9.6 % below the ideal value at the same R_N and gives I_c = 49 µA. The frequency term pulls n towards the normal-metal direction θ = 0 inside the link and so weakens the pair correlations. Even a link less than half a coherence length long is therefore not short to within a few per cent.

Finite L/ℓ. Here s = 3 × 10/(4 × 2) = 3.75. The full solution F of part (b) replaces α/R_N in the frequency integral, with the mean transmission 1/(1 + s) as normalisation. With the modes fully mixed at each scattering, as assumed there, it gives 2.085, only 0.16 % above the diffusive limit. This was tested on random chains of weak scatterers with 60 modes, 12 samples per length and reflection 0.03 per slice. The chains do not have time-reversal symmetry. At s ≈ 3.7 that symmetry lowers the product by a relative amount of about 0.33/N, roughly 0.5 % for 60 modes but only about 0.03 % for the roughly 1200 modes of this link. For s = 0.990 the chains give 2.125 and the theory 2.129; for s = 3.742 they give 2.088 and 2.085. The size of this correction depends on how the modes are mixed. For isotropic scattering in a three-dimensional slab with L = 5ℓ, the Eilenberger equation in the short limit gives 2.096, or 0.7 % above the diffusive limit, with mean transmission 0.208 instead of 0.211.

Interface. Suppose one contact has transmission Γ = 0.5 in every mode. The starting function becomes F = Γ sinα/[1 − Γ sin²(α/2)], and the same evolution equation applies. With s = 3.75 and R_N taken as the total resistance, including the contact, the product is 2.07, or 0.41 % below ideal. Keeping 50 Ω then requires more modes. The change is small partly because the wire still supplies most of the resistance (in units of 1/(G0N) the contact adds 1/Γ = 2 to s = 3.75) and partly because the contact is fairly open. A tunnel contact with Γ = 0.01 and the same share of the resistance lowers the product by 1.6 %. If a single uniform tunnel barrier dominated instead, the product would fall to π/2, about 25 % below 2.082.

Temperature. At 1.5 K the factor tanh(E_A/2k_BT) in each channel lowers the maximum of the ideal short-junction current by 0.32 %. The estimated fractional loss of the gap itself is 3 × 10⁻⁵.

Banks and fluctuations. For a rough bank resistivity of 1 µΩ cm, the spreading resistance of the two banks is 0.93 Ω, or 1.9 % of R_N. This uses the diffusive formula, resistivity divided by contact diameter. At this resistivity the mean free path in lead is tens of nanometres, longer than the contact radius of about 5 nm, so the formula is outside its strict range. The figure gives only the order of magnitude of the phase drop lost outside the link; it is not a calculated change in I_c. The natural scale of sample-to-sample fluctuations, eΔ/ħ = 0.32 µA, is 0.6 % of the ideal I_c.

Comparison with real contacts. The lead gap is a rough typical value, whereas the link parameters are round choices for a strongly disordered metal. The assumed resistance corresponds to a square link about 9.6 nm wide, if the electrons have the free mass. For a link with L = 100 nm and the same D, ħD/L² would be only 0.066 meV, far below Δ, and the short-junction formula would fail. A semiconductor link also brings a Fermi-velocity mismatch and possibly a Schottky barrier at each contact, so the result for one moderate interface should not be carried over to it unexamined.

Lead is a strong-coupling superconductor. With T_c roughly 7.2 K, the weak-coupling relation would give a gap of 1.09 meV, 16 % below the adopted one. In this model I_c is proportional to Δ at fixed R_N when the junction is short, so using the weak-coupling gap would lower the ideal I_c by 16 %, which is more than the finite-length correction of 9.6 %. The model also omits the gap anisotropy of lead and the energy dependence of its gap. The latter is not small. In an Eliashberg model with lead-like phonons (two Einstein modes, λ = 1.55, μ* = 0.14), the gap falls with imaginary frequency. With Δ taken as the gap edge, the short-junction product then drops to about 1.73, some 17 % below the constant-gap value; for a tunnel junction the drop is about 21 %. The finite-length calculation gives about 49 µA, but the Usadel equation assumes ℓ ≪ L, and here L is only 5ℓ. The Eilenberger equation does not need that assumption. With isotropic scattering, transparent interfaces and rigid leads, it gives about 47 µA for the same inputs. This is the better value for a constant gap. The strong-coupling reduction would lower it further for real lead, and it is not a prediction of a measured switching current. Apart from the Eilenberger and Eliashberg values, the tunnel-contact comparison and the time-reversal shift, the numerical output lists the main values used here.

Calculated quantities

```
Lattice test: gap/hopping = 0.06, tau = 0.7785
Lattice test: phase = 2.00 rad
Level/gap: lattice 0.6784, formula 0.6699
Current/(e gap/hbar): diagonalised 0.4799, wide-band formula 0.5284
Infinite leads, gap/hopping=0.060: current 0.4799, deviation -9.17 %
Infinite leads, gap/hopping=0.010: current 0.5184, deviation -1.90 %
Infinite leads, gap/hopping=0.001: current 0.5272, deviation -0.24 %
Random chain s=0.990: eIcRN/gap 2.1245, theory 2.1287
Random chain s=3.742: eIcRN/gap 2.0879, theory 2.0855
phi=0.5 rad: eIRN/gap = 0.7690
phi=1.0 rad: eIRN/gap = 1.4398
phi=1.5 rad: eIRN/gap = 1.9129
phi=2.0 rad: eIRN/gap = 2.0813
phi=2.5 rad: eIRN/gap = 1.8044
phi=3.0 rad: eIRN/gap = 0.7424
Root x = 1.199679
Phase at maximum = 1.97103 rad = 112.93 deg
eIcRN/gap = 2.082070
Factor multiplying pi/2 = 1.32549
Factor cut to 1.32 gives eIcRN/gap = 2.0735
Average of separate maxima = 2.17759
Pb gap (rough) = 1.3 meV; Tc (rough) = 7.2 K
Link length = 10.0 nm; mean free path = 2.0 nm
Diffusion constant = 10.0 cm2/s
Normal resistance = 50.0 ohm
Thouless energy = 6.582 meV; gap/E_Th = 0.1975
Coherence length sqrt(hbar D/gap) = 22.50 nm
Ideal IcRN = 2.7067 mV
Ideal critical current = 54.134 uA
Lowest Andreev level at maximum = 0.7182 meV
G/G0 = 258.1; number of modes = 1226
Equivalent square link width = 9.58 nm
Finite E_Th: eIcRN/gap = 1.8828, change -9.57 %
Finite E_Th: phase at maximum = 2.00 rad
Finite E_Th: Ic = 48.95 uA
Finite L/l, s=3.75: eIcRN/gap = 2.0855, change 0.16 %
One interface, transmission 0.50: eIcRN/gap = 2.0735, change -0.41 %
At 1.5 K: eIcRN/gap = 2.0753, change -0.32 %
Estimated fractional gap loss at this temperature = 3.39e-05
Bank resistivity (rough) = 1.0 uohm cm
Bank spreading resistance = 0.925 ohm, 1.85 % of RN
Fluctuation scale e gap/hbar = 0.316 uA, 0.58 % of Ic
Weak-coupling gap from Tc = 1.094 meV, -15.8 % from adopted gap
```
